The sharp-front law for dopants binding irreversibly in a polymer

1. Definitions and conventions

A polymer fills the half-space x > 0. It contains immobile binding sites of uniform density N, all empty at time t = 0. Free dopants enter through the surface x = 0, diffuse with a constant D, and are captured one per site. The symbols are:

c(x,t): density of free dopants; c = 0 inside at t = 0
s(x,t): density of empty sites; s = N at t = 0
c₀: density of free dopants held fixed at the surface
k: capture rate constant, in volume per time

A captured dopant never leaves. Free dopants are neutral, so no electric field drives them. Subscripts x and t denote partial derivatives. The two balances are

c_t = D c_xx − k c s,  (1)
s_t = −k c s.  (2)

The front depth X is defined by counting: it is the number of bound dopants per area divided by N,

X(t) = ∫₀^∞ (1 − s/N) dx.  (3)

This definition needs no sharp edge. If there is one, X is its position. The result to be derived is

X = √(2 D c₀ t/N), for c₀ ≪ N and t ≫ 1/(k c₀).  (4)

The first condition makes the free dopants a negligible part of the stock. The second gives the sites time to fill, so that the front is thin compared with its depth.

2. The argument with an assumed front

Suppose that all sites are full for x < X and empty for x > X. Behind the front nothing is captured. Because c₀ ≪ N, the front moves slowly compared with the time the free dopants need to adjust, so c_xx ≈ 0 and c falls linearly from c₀ to zero. The flux towards the front is then D c₀/X.

Moving the front by dX requires N dX dopants per area. Hence

N dX/dt = D c₀/X.  (5)

Multiplying by X/N gives d(X²/2)/dt = D c₀/N. Integration from X(0) = 0 gives X² = 2 D c₀ t/N, which is (4).

The front slows because the supply path grows while the concentration drop stays c₀. The D that matters is that of the filled polymer, through which the dopants travel. What remains is to show that a front forms, how wide it is, and what the approximations cost.

3. Derivation without assuming a front

Define the accumulated exposure at a point,

θ(x,t) = ∫₀ᵗ c(x,t′) dt′.

Equation (2) reads (ln s)_t = −k c, so s = N e^(−kθ). By (2), the capture term in (1) equals s_t, so that

c_t = D c_xx + s_t.

Integrate over time from 0 to t. Inside the polymer c starts at zero and s at N, so c = D θ_xx + s − N, or

D θ_xx = c + N(1 − e^(−kθ)).  (6)

No approximation has been made so far. Now drop c on the right. Behind the front this is justified by c ≤ c₀ ≪ N. Ahead of the front both terms are small, and the step is justified in section 5. With

w = kθ, ℓ = √(D/(kN)),

multiplying (6) by k/D gives

w_xx = (1 − e^(−w))/ℓ².  (7)

Time enters only through the surface value: since c = c₀ there,

w(0,t) = w₀ = k c₀ t.

Multiply (7) by 2w_x. The left side becomes (w_x²)_x, and the right side becomes (2/ℓ²)(w + e^(−w))_x. Far inside, w and w_x vanish, so the integration constant is fixed by w + e^(−w) = 1 there:

w_x² = (2/ℓ²)(w − 1 + e^(−w)).  (8)

The exposure falls with depth, so the negative root applies. Write g(w) = √(2(w − 1 + e^(−w))); then w_x = −g(w)/ℓ.

The front depth follows from (3) and (7):

X = ∫₀^∞ (1 − e^(−w)) dx = ℓ² ∫₀^∞ w_xx dx = −ℓ² w_x(0,t) = ℓ g(w₀).

Written out,

X = ℓ √(2(k c₀ t − 1 + e^(−k c₀ t))).  (9)

This holds for small and large k c₀ t alike, at leading order in c₀/N, provided that t ≫ 1/(kN); section 4 explains this last condition.

4. Late and early times

For k c₀ t ≫ 1 the exponential in (9) is negligible. Then

X² = 2ℓ² k c₀ t − 2ℓ².

Since ℓ² k = D/N, the first term is 2 D c₀ t/N. The second is the same expression with t replaced by 1/(k c₀). Therefore

X² = (2 D c₀/N)(t − 1/(k c₀)).  (10)

Finite capture speed leaves the square-root law intact and delays it by 1/(k c₀), the time needed to fill sites at the surface. Relative to (4), the depth is reduced by the fraction 1/(2 k c₀ t), to first order in that fraction.

For k c₀ t ≪ 1, expand e^(−w₀) = 1 − w₀ + w₀²/2 − …. The bracket in (9) is then w₀²/2, and

X ≈ ℓ k c₀ t.  (11)

The depth now grows linearly in time, because free dopants occupy a layer of thickness about ℓ and the sites there are still mostly empty. In this regime X is a count of bound dopants, not the position of an edge. Equation (11) also requires t ≫ 1/(kN), the time in which that layer of free dopants is established; before that, c cannot be dropped from (6).

5. Shape and speed of the front

Integrating w_x = −g(w)/ℓ from the surface gives the depth at which the exposure has the value w:

x(w,t) = ℓ ∫ dw′/g(w′), from w′ = w to w′ = w₀(t).  (12)

The filled fraction is F = 1 − s/N = 1 − e^(−w), so a given filling corresponds to a fixed w. The distance between two fillings is the integral between two fixed limits, which does not contain time. Once formed, the front therefore moves without changing shape. The limits for 90 % and 10 % filling are w = ln 10 and w = −ln 0.9, and numerical quadrature gives

width (10–90 %) = 3.447 ℓ.  (13)

The width does not depend on c₀: a larger c₀ makes the front faster, not thinner.

Differentiating (12) at fixed w gives the speed of every level:

V = ℓ k c₀/g(w₀) = ℓ² k c₀/X = D c₀/(N X).

The depth X itself moves at dX/dt = V(1 − e^(−k c₀ t)), as differentiating (9) shows. For k c₀ t ≫ 1 the two speeds agree, and the result is (5), now derived instead of assumed.

At fixed x, (12) gives 0 = k c₀/g(w₀) − w_t/g(w). Since w_t = k c, the free concentration is

c = c₀ g(w)/g(w₀).  (14)

Well behind the front, where w ≫ 1, equation (8) gives g² ≈ 2(w − 1). Then g g_x = w_x = −g/ℓ, so g_x = −1/ℓ. Thus g, and with it c, is linear in x, as section 2 assumed.

Far ahead, w ≪ 1 and g ≈ w, so w falls as e^(−x/ℓ). This tail allows the term dropped from (6) to be checked. An exponential tail moving at speed V has accumulated θ = cℓ/V. The retained term is there Nkθ = Nkℓc/V, and the ratio of the dropped to the retained term is

c/(Nkθ) = V/(Nkℓ) = Vℓ/D = (c₀/N)(ℓ/X).

This is small for a developed front, so dropping c is consistent ahead of the front as well.

6. The cost of a finite c₀/N

To find the leading correction from the free dopants, take instant capture, k → ∞, and keep c_t. Behind the front c_t = D c_xx, with c = c₀ at x = 0 and c = 0 at x = X. Try c = f(η) with η = x/(2√(Dt)). Then

c_t = −(η/2t) f′, c_xx = f″/(4Dt),

and the diffusion equation becomes f″ = −2η f′. Hence f′ is proportional to e^(−η²), and f is a constant plus a multiple of erf η. If the front is at η = λ, that is X = 2λ√(Dt), the boundary values give

c = c₀[1 − erf(η)/erf(λ)].

The arriving flux fills sites, N dX/dt = −D c_x at x = X. Here dX/dt = λ√(D/t), and since d(erf η)/dη = (2/√π)e^(−η²),

−D c_x = c₀ √(D/t) e^(−λ²)/(√π erf λ).

Equating the two sides and cancelling √(D/t) yields

√π λ e^(λ²) erf λ = c₀/N.  (15)

For small λ, use erf λ ≈ (2/√π)(λ − λ³/3) and e^(λ²) ≈ 1 + λ². The left side becomes 2λ²(1 + 2λ²/3). Solving by iteration,

λ² ≈ (c₀/2N)(1 − c₀/(3N)).

Taking the square root halves the correction:

X ≈ √(2 D c₀ t/N) [1 − c₀/(6N)].  (16)

The law is therefore forgiving in this respect: at c₀/N = 0.1 it overestimates the depth by less than 2 %, provided capture is fast.

7. What irreversibility does

Let bound dopants escape at a rate r. Equation (2) becomes s_t = −k c s + r(N − s), and (1) gains the term +r(N − s). If both processes are fast compared with the spreading, k c s = r(N − s) holds locally, and the bound density is

b_d = N c/(c + r/k).  (17)

The total density obeys (c + b_d)_t = D c_xx. With c fixed at the surface and an initially empty polymer, this problem contains no length scale, so its solution depends on x/√t alone. Its depth and its edge width both grow as √t. Irreversible capture differs: its front depth grows while its width stays fixed.

For weak binding, r/k ≫ c₀, equation (17) reduces to b_d = (kN/r)c. The balance becomes ordinary diffusion with the constant D/(1 + kN/r). The spreading depth, taken where the filling has dropped to a fixed fraction of its surface value, is again proportional to √t but does not depend on c₀; the count X of (3) is then proportional to c₀. In contrast, (4) gives a depth proportional to √c₀. A √t plot thus cannot identify irreversible binding by itself. The edge width, or the dependence on c₀, can separate these two models. Strong but reversible binding, r/k ≪ c₀, also gives a depth nearly proportional to √c₀, so there the dependence on c₀ does not help. The width helps only once the broadening due to release is comparable with the width (13). With the parameters of section 8, the width between 50 s and 200 s grows from about 17.6 to 18.1 nm at r/(k c₀) = 0.001, from 22 to 30 nm at 0.01, and from 71 to 139 nm at 0.1. A nearly fixed width therefore bounds r but does not prove irreversibility.

8. Worked example

Consider a conjugated-polymer film exposed to the vapour of a molecular acceptor. The parameters are round numbers:

D = 1×10⁻¹⁰ cm²/s, N = 1×10²⁰ cm⁻³, c₀ = 1×10¹⁸ cm⁻³,
k = 4×10⁻¹⁸ cm³/s, T = 300 K, t = 200 s.

The law gives

X² = 2 × 10⁻¹⁰ × 10¹⁸ × 200/10²⁰ cm² = 4×10⁻¹⁰ cm²,
X = 2×10⁻⁵ cm = 200 nm.

Without binding, the diffusion length √(2Dt) would be 2000 nm. Binding multiplies this length by √(c₀/N) = 0.1.

The reaction length is ℓ = √(10⁻¹⁰/(4×10⁻¹⁸ × 10²⁰)) cm = 5 nm, and the delay is 1/(k c₀) = 0.25 s. By (13) the front is 17.2 nm wide, about 9 % of its depth at 200 s.

For comparison, equations (1) and (2) were solved numerically without dropping any term. A 300 nm film was cut into slices of 0.5 nm, and the dopant balance of each slice was advanced with an adaptive solver for stiff equations. The depths in nm are:

t = 0.25 s: law 7.07; equation (9) 4.29; full equations 4.26
t = 2 s: law 20.00; equation (9) 18.71; full equations 18.67
t = 50 s: law 100.00; equation (9) 99.75; full equations 99.58
t = 200 s: law 200.00; equation (9) 199.87; full equations 199.54

At t equal to the delay the law is far too large, because no developed front exists yet. At 200 s the two corrections account for the difference: finite capture speed takes off 0.13 nm and free-dopant storage 0.33 nm.

The computed width is 17.2 nm at both 50 s and 200 s, while the depth doubles. If bound dopants are instead allowed to escape at r = k c₀ = 4 s⁻¹, equation (17) leaves half the surface sites filled. The edge, measured between 90 % and 10 % of the surface filling, is then 186 nm wide at 50 s and 372 nm at 200 s. This run used 2 nm slices in a 1400 nm film.

The bound dopants number N X = 2.0×10¹⁵ cm⁻² at 200 s. The number of mobile holes they supply is a separate question, which this model does not answer.

9. Effects left out, sized for the example

Each estimate below changes one thing and holds the other parameters fixed.

Vapour supply. Let J be the flux of molecules arriving from the vapour, and suppose that all of them enter. Molecules also leave in proportion to the surface concentration c_s, with balance at c₀. The net inflow is J(1 − c_s/c₀), and it must equal D c_s/X. Eliminating c_s gives an inflow D c₀/(X + b), with b = D c₀/J. Then N dX/dt = D c₀/(X + b), which integrates to X²/2 + bX = D c₀ t/N, or

X = √(X₀² + b²) − b,

where X₀ is the ideal depth (4). Kinetic theory gives J = p/√(2π m k_B T) for pressure p and molecular mass m. At 10⁻⁵ Torr and 300 g/mol this is 1.17×10¹⁵ cm⁻² s⁻¹. Hence b = 0.85 nm, and the front is 0.85 nm shallower. Since b is inversely proportional to J, this smallness depends on the assumed pressure and on every molecule entering. With an entering flux 100 times smaller at the same c₀, b is 85 nm and the depth at 200 s is about 132 nm.

Swelling. If each bound dopant adds 0.3 nm³, filled polymer thickens by φ = 0.1 nm⁻³ × 0.3 nm³ = 3 %. Measure X in the dry polymer. The supply path is (1 + φ)X, so (5) gives X = X₀/√(1 + φ), a shift of −2.9 nm. In the swollen film the front lies at 1.03 × 197 nm ≈ 203 nm. Solving the balances with the stretched path gives a slightly smaller shift, −2.8 nm. The reason is that the front region is partly filled and swells less. The flux at a point supplies the filling ahead of it and equals N V F, so the concentration drop is

D c₀ = N V ∫(1 + φF)F dx = N V[(1 + φ)X − φ∫F(1 − F) dx].

The last integral is of order ℓ, which makes the front deeper by an amount of order φℓ = 0.15 nm, the size of the difference seen.

Release. With a binding energy of 1.0 eV and an attempt rate of 10¹² s⁻¹, the escape rate is 10¹² s⁻¹ × e^(−1.0 eV/(k_B T)) = 1.6×10⁻⁵ s⁻¹. This is tiny beside k c₀ = 4 s⁻¹, and vacated sites behind the front are refilled. Solving the balances with this rate moves the front by less than 0.01 nm. The rate depends exponentially on the assumed binding energy. At 0.8 eV it is about 1 % of k c₀, which makes the front about 2 nm shallower and lets its width grow with time. At 0.7 eV it is about 40 % of k c₀, and the irreversible model no longer applies.

Capture limit and graininess. Steady diffusion to an isolated absorbing sphere of radius R carries Q = 4πr²D dc/dr. Integrating from R outwards gives Q = 4πDR c, with c the density far away, so diffusion limits k to 4πDR when the sites are far apart. For R = 1 nm this is 1.26×10⁻¹⁶ cm³/s, and the chosen k is 3 % of it. In the example, spheres of this radius would take up about 40 % of the volume. Dopants then have less far to diffuse to a site, and the limit is higher, so 4πDR serves here as a scale and not as a strict bound. At k = 4πDR, ℓ would be 5 nm × √0.032 ≈ 0.9 nm, less than the site spacing N^(−1/3) = 2.2 nm. The continuum width (13) would then lose its meaning. Even in the example ℓ is little more than two spacings, so the width describes an average over a large area.

Temperature. If D has an apparent activation energy of 0.8 eV (an assumed value, not a barrier for simple hopping, since it implies a prefactor near 3×10³ cm²/s), a film at 301 K instead of 300 K has a front about 11 nm deeper, because X is proportional to √D. This 5 % change exceeds all the other shifts listed here.

10. The model beside real films

Doped conjugated-polymer films are commonly tens to hundreds of nanometres thick, and dopant densities near 10²⁰ cm⁻³ are roughly typical of heavy doping. The diffusion constant varies by orders of magnitude with polymer, dopant and temperature, so the value used here represents no particular material. The values of c₀ and k are assumptions and would have to be determined for each system. A constant D is an assumption too, since binding can alter the packing of the chains. If D in the filled polymer were half the assumed value, the depth would fall from 200 nm to about 140 nm; if it were double, the depth would rise to about 280 nm. Such changes far outweigh the fractions of a nanometre separating (4) from the full equations.

For a film of thickness L with an impermeable back, setting X = L in (10) gives the time for the front to arrive:

t_L = N L²/(2 D c₀) + 1/(k c₀).

This holds for c₀ ≪ N and L much larger than both ℓ and the supply length b. It leaves out the storage correction (16), which lengthens the time by the fraction c₀/(3N); for 200 nm in the example this is 0.67 s, more than the delay. It is an estimate of the doping time, because the back face disturbs the front once the two are a few ℓ apart. With the example's parameters, a 100 nm film needs about 50 s and a 200 nm film about 200 s. For such films, doubling the thickness roughly quadruples the time as long as D, c₀ and N stay the same, binding remains irreversible and the vapour supply is fast, b ≪ L. With b = 85 nm, going from 100 nm to 200 nm lengthens the time only by a factor of about 2.7.
